# Energy of a charged 2D supercell and its countercharge sheet

## Question

I am learning how charged defects in two-dimensional materials are treated in supercells. My exercise has a flat layer carrying one electron charge per 100 Å² of cell area. A parallel sheet of opposite charge, 10 Å away in vacuum, makes the cell neutral. I have to find the "capacitor energy" per cell.

I found a voltage of about 18 V between the sheets. One electron charge crosses that voltage, so I wrote down 18 eV. A classmate says that this is wrong, but could not tell me why.

I am also unsure what the number is good for. My plane-wave code repeats the cell in all three directions, and a real defect is a localised charge, not a uniform sheet. Does the same formula still hold? And could a real layer of MoS₂ hold this much charge?

## Answer

Your voltage is right, but it is the final voltage. While the sheets were being charged it was smaller, and this brings in a factor of one half. I first derive the energy for uniform sheets, then change the assumptions one at a time.

### The field and the voltage

Let each cell have area \(A\) and carry charge \(+Q\) on the layer at \(z=0\) and \(-Q\) on the countersheet at \(z=d\). The charge density is \(\sigma=Q/A\). If your layer is the negative one, all fields change sign, but the energy is quadratic in \(Q\) and stays the same.

Assume that the sheets are uniform, extend sideways much farther than \(d\), and feel no applied field. Put a flat box of face area \(S\) around the positive sheet alone. By symmetry its field has equal strength \(F_1\) on both sides and points away from it. Gauss's law gives

\[
2F_1S=\frac{\sigma S}{\varepsilon_0},
\qquad
F_1=\frac{\sigma}{2\varepsilon_0}.
\]

The negative sheet has a field of the same strength, pointing towards it. In the gap both fields point from the positive to the negative sheet and add. Outside they are opposite and cancel:

\[
F=\frac{\sigma}{\varepsilon_0}\ \text{(gap)},
\qquad
F=0\ \text{(outside)}.
\]

The voltage is therefore

\[
V=Fd=\frac{Qd}{\varepsilon_0A}.
\]

### Where the half comes from

Start with uncharged sheets and carry charge across in small portions. When the charge already moved is \(q\), the voltage is \(qd/(\varepsilon_0A)\). The next portion \(dq\) costs that voltage times \(dq\), so

\[
E=\int_0^Q\frac{qd}{\varepsilon_0A}\,dq
=\frac{d}{\varepsilon_0A}\,\frac{Q^2}{2}
=\frac{Q^2d}{2\varepsilon_0A}
=\frac12QV .
\]

The product \(QV\) would be the work if the full voltage had been present from the start. It is no contradiction that a cell holds just one electron: here \(Q\) is a classical charge density integrated over the cell, and it can be built up continuously.

The energy stored in the field gives the same answer. Its density is \(\varepsilon_0F^2/2\), and the field fills a volume \(Ad\):

\[
E=\frac{\varepsilon_0}{2}\left(\frac{Q}{\varepsilon_0A}\right)^2Ad
=\frac{Q^2d}{2\varepsilon_0A}.
\]

The zero of energy is the pair of sheets at \(d=0\), where their charges cancel.

### Your numbers

With lengths in ångström, the useful constant is \(e/\varepsilon_0=180.951\) V Å. The field is

\[
F=\frac{180.951\ \text{V Å}}{100\ \text{Å}^2}
=1.8095\ \text{V/Å},
\]

and hence

\[
V=(1.8095\ \text{V/Å})(10\ \text{Å})=18.095\ \text{V},
\]

\[
E=\tfrac12\,e\,(18.095\ \text{V})=9.05\ \text{eV per cell}.
\]

In Hartree atomic units \(4\pi\varepsilon_0=1\), so \(1/(2\varepsilon_0)=2\pi\) and the formula reads \(E=2\pi Q^2d/A\). The result is 0.3325 hartree.

The energy is linear in \(d\), with slope \(9.05/10\approx0.90\) eV/Å. Misplacing the countersheet by 1 Å thus changes the answer by 0.90 eV.

### How wide must the sheets be?

Replace them by discs of radius \(R\) with the same charge density, and add up Coulomb potentials on the axis. A disc of density \(\sigma\) produces, at height \(z\),

\[
\phi(z)=\frac{\sigma}{4\pi\varepsilon_0}
\int_0^R\frac{2\pi r\,dr}{\sqrt{r^2+z^2}}
=\frac{\sigma}{2\varepsilon_0}\left(\sqrt{R^2+z^2}-|z|\right).
\]

The positive disc contributes \(\phi(0)-\phi(d)\) to the voltage, and the negative disc contributes the same amount. Their sum is

\[
V_R=\frac{\sigma}{\varepsilon_0}
\left(R+d-\sqrt{R^2+d^2}\right)
\approx\frac{\sigma d}{\varepsilon_0}\left(1-\frac{d}{2R}\right)
\quad(R\gg d).
\]

The last step uses \(\sqrt{R^2+d^2}\approx R+d^2/(2R)\). This is the result for a cell at the centre of the discs; towards the rim the voltage is lower. Numerical integration with \(R=100\,000\) Å gives 9.0471 eV from the potentials, against 9.0476 eV for infinite sheets. The relative deficit agrees with \(d/(2R)=5\times10^{-5}\).

### What a periodic code does

If the cell also repeats along \(z\), with period \(L\), the field outside the pair need not vanish. A standard periodic potential returns to its starting value after one period, so the mean field is zero. Call the field \(F_g\) in the gap and \(F_o\) in the rest of the period. Gauss's law fixes the jump at a sheet, and periodicity fixes the mean:

\[
F_g-F_o=\frac{\sigma}{\varepsilon_0},
\qquad
F_gd+F_o(L-d)=0.
\]

Insert \(F_o=F_g-\sigma/\varepsilon_0\) into the second equation. The terms in \(F_g\) add up to \(F_gL\), which leaves

\[
F_g=\frac{\sigma}{\varepsilon_0}\left(1-\frac dL\right),
\qquad
F_o=-\frac{\sigma}{\varepsilon_0}\frac dL .
\]

With \(x=d/L\), the field energy in both regions is

\[
E_L=\frac{\sigma^2A}{2\varepsilon_0}
\left[(1-x)^2d+x^2(L-d)\right].
\]

Since \(L-d=L(1-x)\) and \(xL=d\), the second term equals \(x(1-x)d\). The bracket becomes \(d(1-x)[(1-x)+x]=d(1-x)\), so

\[
E_L=\frac{Q^2d}{2\varepsilon_0A}\left(1-\frac dL\right).
\]

For \(L=30\) Å this is \(9.0476\times2/3=6.03\) eV. As a separate test, the same energy was summed over plane waves \(G_n=2\pi n/L\),

\[
E_L=\frac{Q^2}{\varepsilon_0AL}\sum_{n\ge1}
\frac{2-2\cos(G_nd)}{G_n^2},
\]

with 200,000 terms. It also gave 6.0317 eV.

So 9.05 eV belongs to open boundaries. A Coulomb cutoff along \(z\) at \(L/2\), which requires \(d<L/2\), or a dipole correction that restores zero field outside, removes the difference \(Q^2d^2/(2\varepsilon_0AL)\). Adding vacuum helps slowly: at fixed \(d=10\) Å, a relative error of 1% needs \(L=1000\) Å.

### What changes for a localised defect

Now put a point charge \(Q\) in each cell of the layer and keep the countersheet uniform. Split the layer's charge into its lateral average, \(\sigma\), and a ripple that integrates to zero over each cell.

The potential of any uniform sheet depends on \(z\) alone, so it is constant over the layer. Its interaction with the ripple is this constant times the integral of the ripple, which is zero. The energy is then the capacitor term plus the energy of the ripple with itself.

The ripple energy contains the infinite self-energy of each point charge. We leave that out, because it belongs to the isolated defect. If the cell repeats along \(z\) without a Coulomb cutoff, ripples in neighbouring periods also interact. This is negligible while \(\sqrt A\) is well below \(L\), but it matters for wide cells at fixed \(L\). With open boundaries along \(z\) and a given lattice shape, the remaining energy has one length available, \(\sqrt A\), and must have the form

\[
E_{\rm lat}=-C\,\frac{Q^2}{4\pi\varepsilon_0\sqrt A}.
\]

To find \(C\), measure lengths in units of \(\sqrt A\), so that the cell area is 1. Then \(-2C\) is the potential at one charge due to all the others and a uniform background of opposite charge in the same plane. The factor 2 appears because the energy is half of charge times potential; the background adds nothing to it, since the potential of the ripple averages to zero over the plane. Both parts diverge separately, so split the interaction with a parameter \(\eta\):

\[
\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}
+\frac{\operatorname{erf}(\eta r)}{r}.
\]

The first part has short range and is summed directly. Its background contribution is

\[
-2\pi\int_0^\infty\operatorname{erfc}(\eta r)\,dr
=-\frac{2\sqrt\pi}{\eta}.
\]

The second part is smooth and is summed over reciprocal vectors \(\mathbf G\). To get its Fourier transform, write

\[
\frac{\operatorname{erf}(\eta r)}{r}
=\frac{2}{\sqrt\pi}\int_0^\eta e^{-r^2u^2}du .
\]

The two-dimensional transform of \(e^{-r^2u^2}\) is \((\pi/u^2)e^{-G^2/4u^2}\). Substituting \(w=1/u\), the transform of the whole becomes

\[
2\sqrt\pi\int_{1/\eta}^{\infty}e^{-G^2w^2/4}\,dw
=\frac{2\pi}{G}\operatorname{erfc}\!\left(\frac{G}{2\eta}\right).
\]

The background cancels the term \(\mathbf G=0\). The reciprocal sum still includes the charge at the origin acting on itself, so we subtract the limit of \(\operatorname{erf}(\eta r)/r\) at \(r=0\), which is \(2\eta/\sqrt\pi\). Altogether,

\[
-2C=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
+\sum_{\mathbf G\ne0}\frac{2\pi}{G}
\operatorname{erfc}\!\left(\frac G{2\eta}\right)
-\frac{2\eta}{\sqrt\pi}-\frac{2\sqrt\pi}{\eta}.
\]

For a hexagonal lattice the sums give \(C=1.96052\). In your cell, \(e^2/(4\pi\varepsilon_0)=180.951/(4\pi)=14.400\) eV Å, and

\[
E_{\rm lat}=-1.9605\times\frac{14.400\ \text{eV Å}}{10\ \text{Å}}
=-2.82\ \text{eV}.
\]

The total relative to isolated point charges is \(9.05-2.82=6.22\) eV, from unrounded terms.

The split into two terms can be tested without using it. Sum the interactions of the points and the countersheet directly, with \(1/r\) replaced by \(e^{-\beta^2r^2}/r\) to make each sum finite. In units of \(Q^2/(4\pi\varepsilon_0\sqrt A)\), with \(\beta=0.02\), this gives 4.3219. The formula gives \(2\pi d/\sqrt A-C=6.2832-1.9605=4.3227\). The small gap comes from the damping, whose main effect is to lower the capacitor term by about \(2\pi\beta^2/3=0.0008\) at \(d=\sqrt A\).

### Letting the supercell grow

Keep \(d=10\) Å and one charge per cell, and enlarge the area:

| \(A\) (Å²) | capacitor (eV) | lateral (eV) | sum (eV) |
|---:|---:|---:|---:|
| 100 | 9.048 | −2.823 | 6.224 |
| 400 | 2.262 | −1.412 | 0.850 |
| 1600 | 0.565 | −0.706 | −0.140 |

The capacitor term falls as \(1/A\), the lateral term as \(1/\sqrt A\). The sum changes sign where \(2\pi d/\sqrt A=C\), that is, at \(\sqrt A\approx32\) Å. A negative sum is allowed because the positive self-energy of the points has been left out.

The different powers matter when you extrapolate. Suppose you fit \(a+b/A\) to the last two rows. The slope is

\[
b=\frac{0.850-(-0.140)}{1/400-1/1600}=528\ \text{eV Å}^2,
\]

and the supposed infinite-cell energy is \(a=0.850-528/400=-0.47\) eV. In this model the correct limit is zero. The fit fails because it has no \(1/\sqrt A\) term.

The order of limits matters too. At fixed \(d\), both terms vanish as \(A\) grows. At fixed \(A\), the energy grows without bound as \(d\) increases. If \(d\) and \(\sqrt A\) are scaled together, \(d/A\) falls as \(1/\sqrt A\), and both terms then follow the same power.

### Giving the layer a thickness

A real layer is not a mathematical plane. Let its charge fill a thickness \(t\) evenly, let its relative permittivity along \(z\) be \(\varepsilon\), and measure \(d\) from its midplane. At depth \(s\) from the outer face, the charge passed so far gives a displacement field \(D=\sigma s/t\). In the vacuum gap, now of length \(d-t/2\), \(D=\sigma\). The energy is

\[
E_t=\frac A2\left[\int_0^t\frac{\sigma^2s^2}{\varepsilon_0\varepsilon t^2}\,ds
+\frac{\sigma^2}{\varepsilon_0}\left(d-\frac t2\right)\right].
\]

The integral of \(s^2/t^2\) is \(t/3\), and \(\sigma^2A=Q^2/A\), so

\[
E_t=\frac{Q^2}{2\varepsilon_0A}
\left(d-\frac t2+\frac{t}{3\varepsilon}\right).
\]

For \(t\to0\) we recover the thin sheet. For \(\varepsilon\to\infty\) the layer acts as a conductor whose surface lies \(t/2\) closer to the countersheet.

As an illustration, take \(t=3\) Å, roughly the distance between the two sulfur planes of monolayer MoS₂, and \(\varepsilon=6\). Spreading the charge with \(\varepsilon=1\) gives an effective distance of 9.5 Å and 8.60 eV. Screening reduces the distance to \(8.5+3/18=8.67\) Å and the energy to 7.84 eV. A numerical solution of Poisson's equation on a 0.005 Å grid agreed with the formula in both cases to within one part in \(10^5\). The choice of \(t\) matters, however. A permittivity near 6 is usually quoted for the full layer spacing of about 6 Å, and with \(t=6\) Å the formula gives \(7+6/18=7.33\) Å and 6.63 eV. The normal polarisability of a slab is proportional to \(t(1-1/\varepsilon)\). This is 5.0 Å for the quoted pair but only 2.5 Å for \(t=3\) Å with \(\varepsilon=6\), so the thinner model understates the screening.

### Could real MoS₂ hold this charge?

With a rough lattice constant of 3.2 Å, 100 Å² holds 11.3 primitive cells of MoS₂. That lies between a 3×3 and a 4×4 supercell, so the area is reasonable for a small calculation. For a gate with a solid oxide it is extreme: the charge density is \(10^{14}\) cm⁻², or 16.0 μC/cm², and the vacuum field is 181 MV/cm. This is about 18 times a rough oxide breakdown field of 10 MV/cm. An oxide filling the gap would divide the field by its relative permittivity; a rough value of 4 leaves about 45 MV/cm, still well above breakdown. This limit belongs to the insulator, not to the layer itself. A real layer is also neither infinitely thin nor unscreened; the layer model lowers the energy from 9.05 eV to 7.84 eV for \(t=3\) Å and to 6.63 eV for \(t=6\) Å, that is, by 13% or 27%. That estimate assumes a linear response, which is itself doubtful at such a field. The lateral term of −2.82 eV is for vacuum and should not be added to these energies, because in-plane screening would change it.

There is a second difficulty if the layer carries the extra electron and the countersheet is positive. The field pulls the electron off the layer. If one electron leaves a uniform sheet that otherwise keeps its charge, the full field \(F\) acts on it. With binding energy \(W\), the barrier at distance \(x\) is then \(W-eFx\), which reaches zero at

\[
x_0=\frac{W}{eF}
=\frac{4\ \text{eV}}{1.8095\ \text{eV/Å}}=2.21\ \text{Å}
\]

for a rough \(W=4\) eV. The WKB estimate of the tunnelling factor is \(e^{-B}\), where \(m\) is the free-electron mass and

\[
B=\frac2\hbar\int_0^{x_0}\sqrt{2m(W-eFx)}\,dx
=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar eF}.
\]

The integral follows from \(\int_0^{x_0}\sqrt{W-eFx}\,dx=2W^{3/2}/(3eF)\). Here \(B=3.02\), so the factor is about 0.05 per attempt. A localised electron does not feel its own share of the layer's field. With only the countersheet's field \(F/2\), \(B\) would double to 6.0 and the factor would fall to about 0.002. That is a limiting case: the electrons in the neighbouring cells, 10.7 Å away, still push the escaping one outwards. Treated as unscreened point charges on the hexagonal lattice, they bring \(B\) to about 5 and the factor to about 0.006. WKB is also crude for such a thin barrier, and image forces are neglected, so the factor is only a rough guide. It does show that the electron may escape.

The energy balance points the same way. Moving the whole electron charge to the countersheet releases the 9.05 eV of field energy and costs roughly 4 eV of binding. The transfer need not be complete. If a fraction \(q\) of the charge stays on the layer, the sheet model gives \(9.05\,q^2+4(1-q)\) eV, which is lowest at \(q=4/18.1\approx0.22\). This neglects the energy of confining the moved charge near the countersheet, which raises \(q\) somewhat. A self-consistent calculation that is free to move electrons may therefore put most of the charge near the countersheet instead of on the layer. Plot the electron density before you trust the total energy. For a positive defect with a fixed negative background sheet, this escape route is absent: the field pushes the layer's electrons away from the countersheet, and with open boundaries there is no field beyond the layer's outer face to pull them out. In a cell periodic along \(z\) the outer field \(F_o\) is not zero (0.60 V/Å for \(L=30\) Å), but it also pushes electrons back towards a positive layer; from a negative layer it would pull them off the outer face as well.

For your exercise, then, the answer is 9.05 eV per cell, for uniform sheets with open boundaries. It is an electrostatic energy of the chosen arrangement, not a defect formation energy. Before you use it to correct a calculation, check which boundary condition, charge shape and screening that calculation contains. The numerical output below lists the values in full.

## Table of computed values

```
INPUTS
Charge per cell: 1 e
Cell area: 100 angstrom^2
Sheet separation: 10 angstrom
e/eps0: 180.951 V angstrom
UNIFORM SHEETS, OPEN BOUNDARIES
Number density: 1.00e+14 cm^-2
Charge density: 16.02 uC/cm^2
Field in gap: 181.0 MV/cm
Voltage: 18.095 V
Capacitor energy per cell: 9.0476 eV
Capacitor energy per cell: 0.3325 hartree
CHECKS WITH COULOMB INTEGRALS OVER DISCS
Disc radius: 100000 angstrom
Energy from potentials: 9.0471 eV
Energy from field: 9.0467 eV
Largest outside/gap field ratio: 5.0e-05
PERIODIC ALONG THE NORMAL, ZERO MEAN FIELD
Period: 30 angstrom
Energy, closed formula: 6.0317 eV
Energy, Fourier sum: 6.0317 eV
POINT CHARGES ON A HEXAGONAL LATTICE, UNSCREENED
Lattice constant C: 1.96052 (no unit)
Reduced total, direct sum: 4.3219 (no unit)
Reduced total, formula: 4.3227 (no unit)
Area 100 angstrom^2: capacitor 9.048 eV, lateral -2.823 eV, sum 6.224 eV
Area 400 angstrom^2: capacitor 2.262 eV, lateral -1.412 eV, sum 0.850 eV
Area 1600 angstrom^2: capacitor 0.565 eV, lateral -0.706 eV, sum -0.140 eV
ROUGH MoS2 LAYER
Lattice constant, rough: 3.2 angstrom
Primitive cells in given area: 11.3
Layer thickness, rough: 3 angstrom
Normal permittivity, rough: 6 (relative)
Energy, thick layer, permittivity 1: 8.595 eV
Energy, thick screened layer: 7.841 eV
FIELD LIMITS
Oxide breakdown field, rough: 10 MV/cm
Gap field / breakdown field: 18.1
Electron binding, rough: 4 eV
Tunnel barrier width: 2.21 angstrom
WKB exponent: 3.02 (no unit)
WKB factor per attempt: 0.049 (no unit)
```
